# Exchange-Bias Training from Binek's Cubic Recursion

## Problem

A ferromagnetic film on an antiferromagnet, cooled in a field, has a hysteresis loop shifted along the field axis. Let $B_n=\mu_0H_{\rm EB}(n)$ be the shift in the $n$-th consecutive loop, with $n=1$ the first loop after cooling. The shift is taken as negative. Its magnitude falls from loop to loop, which is called training. Binek's recursion describes this by

$$B_{n+1}-B_n=-\gamma\,(B_n-B_e)^3,\qquad \gamma>0,$$

where $B_e$ is the equilibrium bias field.

The cube is a model assumption. Suppose that the bias deviation $x=B-B_e$ is proportional to the deviation of the antiferromagnetic interface magnetization from equilibrium, and that the free energy is quartic, $F\propto x^4$. Relaxation down the gradient, taken as one discrete step per loop, gives $\Delta x\propto-dF/dx\propto-x^3$. A quadratic term in $F$ is neglected here and restored in the second variation.

Take $B_1=-100$ mT, $B_e=-60$ mT and $\gamma=2.5\times10^{-4}$ mT$^{-2}$ (250 T$^{-2}$).

1. Iterate the recursion for ten loops.
2. For $0<\gamma x_1^2<1$, show that $|x_n|$ approaches an inverse-square-root dependence on $n$, and find its amplitude.
3. Find the leading correction. From which loop is the pure law accurate?
4. Fit $B_n=B_e-k/\sqrt n$ to loops 2 to 10. Are the fitted parameters those of the recursion?

## Hints

- Write the recursion for $x_n$ and look at the factor that multiplies $x_n$ in each loop.
- A quantity that falls as $n^{-1/2}$ has an inverse square that grows linearly. Follow $w_n=1/(\gamma x_n^2)$.
- Split the growth of $w_n$ per loop into a constant and a remainder, and bound the sum of remainders by an integral.
- For question 4, compare the slope of $|x_n|$ against $1/\sqrt n$ over the fitted loops with the asymptotic amplitude.

## Solution

### 1. The first loops

Subtracting $B_e$ from both sides, and writing $u_n=\gamma x_n^2$, gives

$$x_{n+1}=x_n-\gamma x_n^3=x_n(1-u_n).$$

Here $x_1=-40$ mT and $u_1=2.5\times10^{-4}\times1600=0.4$. Hence $x_2=-40\times0.6=-24$ mT and $B_2=-84$ mT. Next, $u_2=2.5\times10^{-4}\times576=0.144$, so $x_3=-24\times0.856=-20.54$ mT. Continuing:

| $n$ | $B_n$ (mT) | $\lvert x_n\rvert$ (mT) | $\lvert x_n\rvert\sqrt{2\gamma n}$ |
|---|---|---|---|
| 1 | −100.00 | 40.00 | 0.894 |
| 2 | −84.00 | 24.00 | 0.759 |
| 3 | −80.54 | 20.54 | 0.796 |
| 5 | −76.82 | 16.82 | 0.841 |
| 10 | −72.64 | 12.64 | 0.894 |

The last column anticipates the amplitude found below.

If $0<u_n<1$, the factor $1-u_n$ lies between 0 and 1. The deviation then keeps its sign and shrinks, so $u_{n+1}$ also lies between 0 and 1. The decreasing sequence $|x_n|$ has a limit $L$, which must satisfy $L=L-\gamma L^3$. Hence $L=0$: the bias field converges to $B_e$.

### 2. The inverse-square-root law

Squaring the recursion and multiplying by $\gamma$ gives $u_{n+1}=u_n(1-u_n)^2$. With $w_n=1/u_n$,

$$w_{n+1}=\frac{w_n}{(1-1/w_n)^2}=\frac{w_n^3}{(w_n-1)^2}.$$

To divide the polynomials, note that

$$(w+2)(w-1)^2=(w+2)(w^2-2w+1)=w^3-3w+2.$$

Therefore $w^3=(w+2)(w-1)^2+3w-2$. Since $3w-2=3(w-1)+1$,

$$w_{n+1}=w_n+2+r(w_n),\qquad r(w)=\frac{3}{w-1}+\frac{1}{(w-1)^2}.$$

For $w>1$ the remainder $r$ is positive and decreasing. Summing over loops,

$$w_n=w_1+2(n-1)+\sum_{k=1}^{n-1}r(w_k).$$

Dropping the sum gives the lower bound $w_n\ge w_1+2(n-1)$. Because $r$ decreases, inserting this bound in the sum gives an upper bound for $n\ge2$:

$$\sum_{k=1}^{n-1}r(w_k)\le\sum_{j=0}^{n-2}r(w_1+2j)\le r(w_1)+\frac12\int_{w_1}^{W}r(w)\,dw,$$

with $W=w_1+2(n-2)$. The last step keeps the $j=0$ term and bounds each later term by half the integral over the preceding interval of length 2. An antiderivative of $r$ is $3\ln(w-1)-1/(w-1)$, so

$$w_n\le w_1+2(n-1)+r(w_1)+\frac32\ln\frac{W-1}{w_1-1}+\frac12\left(\frac1{w_1-1}-\frac1{W-1}\right).$$

Divide both bounds by $2n$. The constants and the logarithm drop out as $n\to\infty$, so $w_n/(2n)\to1$. Since $|x_n|=1/\sqrt{\gamma w_n}$,

$$\boxed{\,|x_n|\sqrt{2\gamma n}\to1,\qquad |x_n|\simeq\frac{1}{\sqrt{2\gamma n}}\,}$$

The amplitude is $1/\sqrt{2\gamma}=44.72$ mT, or 35.59 kA/m as a field $H$. It does not depend on $x_1$: late loops forget the initial bias at leading order. The law sets in only when $2n\gg w_1$, so a small initial deviation delays it. A value of $u_1$ just below 1 delays it too: the factor $1-u_1$ then makes the second deviation very small, and $w_2$ is large.

The product $|x_n|\sqrt{2\gamma n}$ equals $\sqrt{2n/w_n}$, which explains the dip in the table. At $n=1$ it is $\sqrt{2/2.5}=0.894$. The first remainder is large, $r(2.5)=2+0.444=2.444$, so $w_2=2.5+2+2.444=6.944$ and the product drops to $\sqrt{4/6.944}=0.759$. It then recovers: iteration gives 0.980 at loop 100, 0.9971 at loop 1000 and 0.99995 at loop 100 000.

### 3. The logarithmic correction

Define $q_n=w_n-2n-\frac32\ln n$. Its change per loop is

$$q_{n+1}-q_n=r(w_n)-\frac32\ln\left(1+\frac1n\right).$$

The bounds give $w_n=2n+O(\ln n)$, so $r(w_n)=3/(2n)+O(\ln n/n^2)$. The logarithm contributes $-3/(2n)+O(1/n^2)$. The $1/n$ terms cancel, and what remains is summable. Thus $q_n$ tends to a constant $C$:

$$\frac1{\gamma x_n^2}=2n+\frac32\ln n+C+o(1).$$

Write the right side as $2n(1+\varepsilon)$ and use $(1+\varepsilon)^{-1/2}=1-\varepsilon/2+O(\varepsilon^2)$:

$$|x_n|=\frac1{\sqrt{2\gamma n}}\left[1-\frac{3\ln n}{8n}-\frac{C}{4n}+o\!\left(\frac1n\right)\right].$$

The initial deviation enters these terms through $C$.

To find $C$ without a very long iteration, seek a function that grows by nearly 1 per loop,

$$\Phi(w)=\frac w2-\frac34\ln w+\frac aw.$$

With $s=1/w_n$, the changes in one loop are $\Delta w=2+3s+4s^2+O(s^3)$, $\Delta\ln w=-2\ln(1-s)=2s+s^2+O(s^3)$ and $\Delta(1/w)=s[(1-s)^2-1]=-2s^2+O(s^3)$. Therefore

$$\Delta\Phi=1+\left(\frac32-\frac32\right)s+\left(2-\frac34-2a\right)s^2+O(s^3).$$

Choosing $a=5/8$ removes the $s^2$ term. The remaining errors are summable, so $\Phi(w_n)-n$ tends to a constant $K$. Solving $\Phi(w_n)=n+K+o(1)$ for $w_n$, with $\ln w_n=\ln(2n)+o(1)$, gives

$$w_n=2n+\frac32\ln(2n)+2K+o(1),\qquad C=2K+\frac32\ln2.$$

At loop 1000 this yields $K=0.1269$ and $C=1.2935$. Direct iteration to loop 200 000 gives $q_n=1.2936$, in agreement.

At loop 10 the pure law predicts 14.14 mT, which is 12% above the iterated 12.64 mT. The form $[\gamma(2n+\frac32\ln n+C)]^{-1/2}$ gives 12.71 mT, an error of 0.6%. The iterated deviation stays within 5% of the pure law from loop 31, and within 1% from loop 235.

Treating $n$ as continuous gives $dx/dn=-\gamma x^3$, hence $d(x^{-2})/dn=2\gamma$ and

$$|x(n)|=\frac{|x_1|}{\sqrt{1+2u_1(n-1)}}.$$

This has the correct leading law but omits $r$, and with it the logarithm. At loop 10 it gives 13.97 mT, still 11% too high.

### 4. What a power-law fit returns

An unweighted least-squares fit of $B_e-k/\sqrt n$ to loops 2 to 10 gives $B_e=-63.63$ mT and $k=29.13$ mT, with an rms misfit of 0.146 mT. The true values are $-60$ mT and 44.72 mT. Converting $k$ through $\gamma=1/(2k^2)$ gives $5.89\times10^{-4}$ mT$^{-2}$, about 2.4 times the true coefficient.

The cause is visible in the end points. The asymptotic law would give 31.62 mT at loop 2 and 14.14 mT at loop 10, whereas the recursion gives 24.00 and 12.64 mT. The gap shrinks from 7.62 to 1.50 mT, so the iterated points follow a flatter line, with slope

$$\frac{24.00-12.64}{1/\sqrt2-1/\sqrt{10}}=\frac{11.36}{0.391}\approx29\ \text{mT}.$$

The fit absorbs this by lowering $k$ and shifting $B_e$. Extrapolated to $n=1$ it gives $-92.76$ mT, leaving the first loop more than 7 mT off the curve. A small misfit over a few loops therefore does not show that the asymptotic regime has been reached. The residuals are systematic, however: fit minus data runs from $-0.23$ mT at loop 2 through $+0.18$ mT at loop 4 to $-0.20$ mT at loop 10. With noise of 0.1 mT a $\chi^2$ test at the 5% level would reject the power law about nine times in ten, whereas noise of 0.5 mT would hide the failure.

Fitting the recursion itself avoids this bias if the cubic law holds. For 100 synthetic ten-loop data sets with Gaussian noise of standard deviation 0.1 mT, fits of $B_1$, $B_e$ and $\gamma$ gave a mean $B_e=-60.01$ mT with scatter 0.13 mT, and a mean $\gamma=2.50\times10^{-4}$ mT$^{-2}$ with scatter $0.03\times10^{-4}$ mT$^{-2}$. The data came from the same recursion, so this shows that the parameters can be recovered, not that a real film obeys the model.

### The numbers beside a real film

The parameters are round values meant for a thin Co/CoO bilayer at 10 K, a system known for pronounced training. In real Co/CoO the large drop after the first loop is often attributed to a separate, athermal reorientation of the antiferromagnetic spins, so the recursion need not describe loop 1 of such a film. With 5 nm of cobalt and a magnetization of 1.4 MA/m, the first-loop bias corresponds to an interface energy $|B_1|M_st=0.1\times1.4\times10^6\times5\times10^{-9}$ J/m$^2$ $=0.70$ mJ/m$^2$.

The recursion omits thermal ageing. Assume a flat distribution of antiferromagnetic grain barriers up to $k_BT_B\ln(t_1/\tau_0)$, with blocking temperature $T_B=200$ K, loop time $t_1=600$ s and attempt time $\tau_0=10^{-9}$ s. The logarithm is 27.12 and the largest barrier 0.467 eV. Barriers up to about $k_BT\ln(t/\tau_0)$ relax within time $t$, so the bias at $t_1$ is about $B_0(1-T/T_B)$. Applying this to the equilibrium part of the bias, 60 mT, gives $B_0=63.16$ mT. A tenfold increase in time then removes

$$B_0\frac{T\ln10}{T_B\ln(t_1/\tau_0)}=63.16\times\frac{10\times2.303}{200\times27.12}\approx0.27\ \text{mT},$$

which is 1% of the 27.36 mT of training between loops 1 and 10. The loss keeps growing as $\ln n$ while $|x_n|$ shrinks: counting time as $nt_1$, it reaches 0.64 mT at loop 235, or 22% of $|x_{235}|=2.89$ mT. In the same estimate the bias changes by $B_0/T_B=0.316$ mT/K, so a drift of 0.1 K shifts it by 0.032 mT. The training step after loop 10 is 0.505 mT, but from loop 76 it is smaller than this drift, and at loop 235 it is 0.006 mT. For these parameters and this temperature stability, single steps are masked before the pure law reaches 1% accuracy. The accumulated training is not: it amounts to 2.1 mT between loops 76 and 235. In this estimate it is ageing that prevents a 1% test of the pure law at late loops, unless it is modelled and subtracted.

## Variation 1: a larger first deviation

*What happens for $u_1\ge1$?*

For $1<u_n<2$ the factor $1-u_n$ is negative with magnitude below 1. The deviation changes sign but still shrinks. A nonzero limit $L$ of $|x_n|$ would need $|1-\gamma L^2|=1$, hence $\gamma L^2=2$, which a sequence falling from below that value cannot reach. So $u_n$ eventually drops to 1 or below. If it equals 1, the next deviation is zero and training stops. Otherwise the proof above applies from that loop onward, and the shift in loop number does not affect the leading law. For $u_1=1.5$, for example, $x_2=-0.5x_1$ and $u_2=0.375$.

At $u_1=2$ one has $x_2=-x_1$, a two-cycle. Above 2 each factor exceeds 1 in magnitude and the deviation diverges. With the present $\gamma$ the thresholds $u_1=1$ and $u_1=2$ lie at $|x_1|=63.2$ and 89.4 mT. Overshoot and divergence come from the finite step: the continuous equation $dx/dn=-\gamma x^3$ has neither.

## Variation 2: a linear restoring term

*A quadratic term in the free energy gives $x_{n+1}=x_n-\lambda x_n-\gamma x_n^3$ with $0<\lambda\ll1$. How long does the power law survive?*

In the continuum approximation $y=1/x^2$ obeys

$$\frac{dy}{dn}=-\frac{2}{x^3}\frac{dx}{dn}=2\lambda y+2\gamma,$$

so that

$$y+\frac\gamma\lambda=\left(y_1+\frac\gamma\lambda\right)e^{2\lambda(n-1)}.$$

As $\lambda\to0$ at fixed $2\lambda n$, $y_1$ becomes negligible beside $\gamma/\lambda$, and

$$|x_n|\sqrt{2\gamma n}\to\sqrt{\frac{2\lambda n}{e^{2\lambda n}-1}}.$$

For $2\lambda n\ll1$ the right side is close to 1. The power law therefore holds in loops that are early on this scale but late enough for the pure law to be accurate without the linear term. If $\lambda$ is not small enough, there are no such loops. The crossover is near $n=1/(2\lambda)$, beyond which the decay becomes exponential, with a factor approaching $1-\lambda$ per loop. At $2\lambda n=1$ the formula gives $1/\sqrt{e-1}=0.7629$; iterating the discrete recursion with $\lambda=10^{-5}$ to loop 50 000 gives 0.7628.

For a trial value $\lambda=0.01$ the crossover is at loop 50. With $x_1$ and $\gamma$ held fixed, $|x_{10}|$ falls by 6.1%. This is a larger change than the ageing estimate gives, but the actual $\lambda$ of a film must come from data. In this example, $\lambda=0.01$ would end the power law before the pure form became accurate to 1%. The numerical output below lists the values used here.

## Computed values

```
first-loop bias, equilibrium bias: -100.0, -60.0 mT
gamma: 2.50e-04 mT^-2 = 250 T^-2
u_1 = gamma x_1^2: 0.400;  w_1: 2.500
amplitude 1/sqrt(2 gamma): 44.72 mT = 35.59 kA/m
n, B_n (mT), |x_n| (mT), |x_n| sqrt(2 gamma n):
   1  -100.000   40.000  0.8944
   2   -84.000   24.000  0.7589
   3   -80.544   20.544  0.7957
   4   -78.376   18.376  0.8218
   5   -76.825   16.825  0.8412
   6   -75.634   15.634  0.8563
   7   -74.679   14.679  0.8684
   8   -73.888   13.888  0.8784
   9   -73.218   13.218  0.8867
  10   -72.641   12.641  0.8939
n, |x_n| (mT), |x_n| sqrt(2 gamma n), exponent from n to 2n:
      10  12.64107  0.89386  0.43843
     100  4.38259  0.97998  0.48735
    1000  1.41011  0.99710  0.49809
   10000  0.44704  0.99962  0.49975
  100000  0.14141  0.99995  0.49997
constants K, C: 0.1269, 1.2935
w_200000 - 2n - 1.5 ln n: 1.2936
n, |x_n| in mT: iterated, pure law, with log and C, continuum:
   10  12.641  14.142  12.714  13.969
  100  4.383  4.472  4.383  4.467
pure law good to 5 %, 1 % from loop: 31, 235
power-law fit, loops 2-10: B_e -63.63 mT, k 29.13 mT
  rms misfit 0.146 mT; implied gamma 5.89e-04 mT^-2
  fitted law at n = 1: -92.76 mT
recursion fit, 100 data sets, noise 0.1 mT (mean, scatter):
  B_e -60.01, 0.13 mT
  gamma 2.502e-04, 3.4e-06 mT^-2
linear term, 2 lambda n = 1: |x_n| sqrt(2 gamma n) = 0.7628
lambda = 0.01: crossover loop 50, change of |x_10| -6.1 %
T 10 K, blocking T 200 K, loop time 600 s, attempt time 1e-09 s
ln(loop time/attempt time) 27.12; largest barrier 0.467 eV
zero-temperature bias scale: 63.16 mT
thermal ageing, loops 1 to 10: 0.268 mT (quadrature 0.268 mT)
training, loops 1 to 10: 27.36 mT
bias slope 0.316 mT/K; drift for 0.1 K: 0.0316 mT
training step after loop 10: 0.505 mT
training step below drift from loop 76; step at loop 235: 0.0060 mT
Co: 5 nm, 1.4 MA/m; interface energy, loop 1: 0.70 mJ/m^2
```
